\section*{Parabolic Scale Growth with Short-Circuit Paths That Anneal Exponentially, part 2}

A flat, compact oxide scale of thickness $X$ grows on an alloy by outward diffusion of cations, partly through fast paths that disappear with time $t$. Depth $x$ runs from the metal, $x=0$, to the gas, $x=X$. Diffusivities are in cm$^2$/s, thicknesses in $\mu$m and times in h, unless stated otherwise. The cation flux, positive outward and taken as equal at all depths, is
\begin{equation}
J=-\frac{cD}{k_BT}\,\frac{d\mu}{dx}.
\label{flux}
\end{equation}
Here $c$ is the number of cations per volume of oxide, $D$ their diffusivity, $\mu$ the chemical potential of neutral metal, $T$ the temperature and $k_B$ Boltzmann's constant. The scale thickens at the rate $J/c$. With the potential drop $\Delta\mu$ across it, $\Lambda=\Delta\mu/(k_BT)$.

Paths that cross the whole scale, with area fraction $f$ and diffusivity $D_B$, conduct in parallel with the lattice, of diffusivity $D_L$:
\begin{equation}
D_{\rm eff}=(1-f)D_L+fD_B .
\label{parallel}
\end{equation}
Broken paths conduct less. In a grid test with $D_L=1$, $D_B=100$ and $f=0.05$, a through path gave 5.950, but the same material in two half-depth paths gave 1.606.

Paths are removed whole at the rate $\lambda$, so $f=f_0e^{-\lambda t}$. All oxide shares one annealing clock: oxide formed late has the reduced path density of that time. With $K_L=\Lambda D_L$ and $r=f_0(D_B/D_L-1)$, the growth rate is $dX/dt=K(t)/X$, where $K(t)=K_L(1+re^{-\lambda t})$. Multiplying by $2X$ and integrating gives $X^2$ as the initial $X_0^2$, a linear term $2K_Lt$ and a transient that saturates at $A=2K_Lr/\lambda$, equivalent to a head start of $r/\lambda$ in time. The count of time may be restarted if $X_0$ and $r$ refer to the new zero.

In a plot of $X^2$ against $t$, the early slope is $2K_L(1+r)$, the late slope is $2K_L$, and the late line has the intercept $X_0^2+A$ at $t=0$. Hence
\begin{equation}
\frac{\text{early slope}-\text{late slope}}{\text{intercept}-X_0^2}
=\frac{2K_Lr}{2K_Lr/\lambda}=\lambda .
\label{extract}
\end{equation}

\section{Apparent exponents, a worked scale and limits of the law}

The scale has thickness $X$, initially $X_0$. Its lattice growth coefficient is $K_L=\Lambda D_L$, where $D_L$ is the lattice diffusivity and $\Lambda=\Delta\mu/(k_BT)$ is the drop in metal potential in thermal units. Fast paths of diffusivity $D_B$ and initial area fraction $f_0$ anneal at the rate $\lambda$. Their initial excess flux relative to the lattice is $r=f_0(D_B/D_L-1)$. With the path fraction uniform in depth, $dX/dt=K(t)/X$ with $K=K_L(1+re^{-\lambda t})$, and
\begin{equation}
X^2=X_0^2+2K_Lt+A\left(1-e^{-\lambda t}\right),\qquad
A=\frac{2K_Lr}{\lambda}.
\label{law2}
\end{equation}

For a worked example, take $T=1273$ K, where $k_BT=0.1097$ eV, and a potential drop of 4.0 eV per cation. Then $\Lambda=4.0/0.1097=36.46$. Let $D_L=2.0\times10^{-15}$ cm$^2$/s, $D_B=2.0\times10^{-11}$ cm$^2$/s, $f_0=10^{-3}$, $1/\lambda=10$ h and $X_0=0.10$ $\mu$m. The diffusivity ratio is $10^4$, so $r=10^{-3}(10^4-1)\simeq10$. The late parabolic slope is
\begin{equation}
2K_L=2\times36.46\times2.0\times10^{-15}
=1.46\times10^{-13}\ {\rm cm^2/s}.
\end{equation}
Since 1 cm$^2$ is $10^8$ $\mu$m$^2$ and 1 h is 3600 s, this equals 0.0525 $\mu$m$^2$/h. The saturated transient is
\begin{equation}
A=0.0525\times10\times10=5.25\ \mu{\rm m}^2 .
\end{equation}
The terms of equation~(\ref{law2}), the thickness and the local exponent $n$ defined below develop as follows:
\begin{equation}
\begin{array}{rcccc}
t\,({\rm h}) & 2K_Lt\,(\mu{\rm m}^2) & \text{transient}\,(\mu{\rm m}^2) & X\,(\mu{\rm m}) & n\\
1 & 0.05 & 0.50 & 0.75 & 0.47\\
3 & 0.16 & 1.36 & 1.24 & 0.43\\
10 & 0.53 & 3.32 & 1.96 & 0.32\\
30 & 1.58 & 4.99 & 2.56 & 0.18\\
100 & 5.25 & 5.25 & 3.24 & 0.25
\end{array}
\end{equation}
At 100 h, for instance, $X=\sqrt{0.01+5.25+5.25}=3.24$ $\mu$m. Half of the squared thickness is then owed to paths that have almost all gone. The head start is $r/\lambda=100$ h of lattice growth, which is why the two terms are equal at that time.

Dividing $X^2$ by $t$ at 100 h would give a parabolic constant 2.0 times the late slope. A line through the squared thicknesses at 90 and 100 h does much better: its slope is 0.0525 $\mu$m$^2$/h and its intercept 5.26 $\mu$m$^2$, in agreement with $2K_L$ and $X_0^2+A$. The early slope is 0.578 $\mu$m$^2$/h, so equation~(\ref{extract}) returns $\lambda=(0.578-0.053)/(5.26-0.01)=0.10$ per hour.

A growth curve can also be described by a local exponent, the slope of a doubly logarithmic plot:
\begin{equation}
n=\frac{d\ln X}{d\ln t}=\frac{t}{X}\frac{dX}{dt}=\frac{tK(t)}{X^2}.
\end{equation}
Ordinary parabolic growth from zero thickness has $n=1/2$. Here, for $r>0$, the coefficient $K$ decreases with time, so each earlier value exceeds the present one and
\begin{equation}
X^2=X_0^2+2\int_0^tK(s)\,ds>2tK(t).
\end{equation}
It follows that $n<1/2$ at all positive times. Growth looks slower than parabolic although at each moment it is controlled by diffusion across the full thickness.

In the example, the lowest exponent after the first hour is 0.17, reached at 39 h. A fit over a limited range of time could suggest a power law with a small exponent, but no separate mechanism lies behind it. The exponent also recovers slowly. Once the exponential is negligible, $K=K_L$ and
\begin{equation}
n\simeq\frac{K_Lt}{X_0^2+A+2K_Lt}
=\frac12\left[1+\frac{X_0^2+A}{2K_Lt}\right]^{-1}.
\end{equation}
At 100 h this gives $0.5/(1+5.26/5.25)=0.25$, although ten annealing times have passed and the current value of $K$ is within 0.1\% of $K_L$. To reach $n=0.45$, the fraction in the bracket must fall to $1/9$, which takes $9\times5.26/0.0525\simeq900$ h. The exponent records the history of the scale, while the slope of $X^2$ shows its present transport.

Whether the transient saturates depends on the way the paths are lost. For any path fraction $f(t)$ that is uniform in depth, the same integration gives
\begin{equation}
X^2=X_0^2+2K_Lt+\frac{2K_Lr}{f_0}\int_0^tf(s)\,ds .
\label{general}
\end{equation}
The last term stays finite if the total time integral of $f$ is finite. Exponential decay meets this condition, but other plausible laws do not.

If paths vanish in pairs, for example, the loss is proportional to $f^2$. With the initial relative rate held at $\lambda$, $df/dt=-\lambda f^2/f_0$. Then $d(1/f)/dt=\lambda/f_0$, so $f=f_0/(1+\lambda t)$, and the last term of equation~(\ref{general}) is $A\ln(1+\lambda t)$. It grows without limit. At 100 h it is $5.25\times\ln11=12.6$ $\mu$m$^2$, and the thickness becomes 4.2 $\mu$m.

Grain boundaries may instead be lost by coarsening. If the grain size $g$ obeys $g^2=g_0^2(1+2\lambda t)$ and the boundary fraction varies as $1/g$, then $f=f_0(1+2\lambda t)^{-1/2}$. The factor 2 again makes the initial relative rate of loss equal to $\lambda$. Integration gives
\begin{equation}
X^2=X_0^2+2K_Lt+A\left(\sqrt{1+2\lambda t}-1\right).
\end{equation}
The added term grows as $\sqrt t$ at late times. At 100 h the scale is 4.91 $\mu$m thick, about 50\% more than with exponential annealing at the same $f_0$ and initial rate. The linear term catches up when $\lambda t=r(\sqrt{1+2\lambda t}-1)$. With $q=\sqrt{1+2\lambda t}$, so that $\lambda t=(q-1)(q+1)/2$, this reads $(q+1)/2=r$. Hence $q=2r-1=19$ and $\lambda t=(19^2-1)/2=180$, or 1800 h.

A further possibility is that a share $\rho$ of the paths never anneals, so that $f=f_0[\rho+(1-\rho)e^{-\lambda t}]$. Equation~(\ref{general}) then has the late slope $2K_L(1+\rho r)$ and the transient amplitude $(1-\rho)A$. For $\rho=0.05$, the late slope is 1.5 times that of the lattice, and the thickness at 100 h rises from 3.24 to 3.59 $\mu$m. A straight late line therefore does not prove that the lattice carries the flux.

The common annealing clock is a separate condition. Suppose that each layer is born with the full path fraction $f_0$ and begins to anneal at its own birth. For simplicity, let the diffusivities be independent of the metal potential. Let the paths also be much closer together than a fresh layer is thick, so that sideways spreading costs little and each depth has a single potential. With wider spacing the scale conducts less, because cations must spread through the lattice where a path ends inside the scale. If the paths that survive in old oxide continue through all younger layers, the fresh oxide still helps, only less. If pieces of a path vanish independently at different depths, the spacing must also be much smaller than a surviving piece is long. Otherwise the pieces do not join up, like the broken paths above, and growth can fall below that of the common clock. A layer of age $a$ has $D(a)=D_L(1+re^{-\lambda a})$, and the layers are crossed one after another. Uniform flux then requires
\begin{equation}
\frac{dX}{dt}\int_0^X\frac{dx}{D}=\Lambda ,
\end{equation}
which follows from dividing $J=-(cD/k_BT)\,d\mu/dx$ by $D$ and integrating, with $dX/dt=J/c$. The resistance of a layer can be written as
\begin{equation}
\frac1D=\frac{1-\varphi(a)}{D_L},\qquad
\varphi(a)=\frac{re^{-\lambda a}}{1+re^{-\lambda a}} .
\end{equation}
The function $\varphi$ is the part of the lattice resistance that the paths remove. The layer formed between $s$ and $s+ds$ has thickness $\dot X(s)\,ds$ and age $t-s$, where the dot denotes a time derivative. At late times the initial film has annealed, and
\begin{equation}
\int_0^X\frac{dx}{D}\simeq\frac1{D_L}
\left[X-\int_0^t\dot X(s)\varphi(t-s)\,ds\right].
\end{equation}
Because $\varphi$ is appreciable for young layers alone, $\dot X(s)$ may be replaced by its present value. The integral becomes $\dot XT_f$, with
\begin{equation}
T_f=\int_0^\infty\varphi(a)\,da
=\frac1\lambda\int_1^{1+r}\frac{du}{u}
=\frac{\ln(1+r)}\lambda .
\end{equation}
The substitution is $u=1+re^{-\lambda a}$, for which $du=-\lambda re^{-\lambda a}da$. The length $\dot XT_f$ is the thickness of fresh oxide that offers, in effect, no resistance.

The growth equation is now $\dot X(X-\dot XT_f)=K_L$, or
\begin{equation}
\frac{d(X^2)}{dt}=2K_L+2T_f\dot X^2 .
\end{equation}
To leading order at late times, $X^2\simeq2K_Lt$ and $\dot X^2\simeq K_L^2/X^2\simeq K_L/(2t)$. The correction is therefore $K_LT_f/t$, and between two late times $t_1$ and $t_2$ the excess over the linear term grows by
\begin{equation}
K_LT_f\ln\frac{t_2}{t_1}.
\end{equation}
There is no saturation: fresh oxide keeps forming, though ever more slowly. As a test, the growth was computed layer by layer for the $r$ and $X_0$ of the example. Between $\lambda t=500$ and $2000$ the excess grew by 3.27 in units of $K_L/\lambda$; the leading-order formula gives $\ln11\times\ln4=3.32$. At 100 h the same calculation gives 3.51 $\mu$m, 8\% more than the common clock. If the paths are grain boundaries, this is an upper estimate. The fresh oxide $\dot XT_f$ is then only about 0.2 $\mu$m thick, and boundaries much closer together than that would have to be much thinner than 0.2 nm to occupy an area fraction of $10^{-3}$.

Other neglected effects can be sized with rough inputs. If the oxide evaporates at $10^{-3}$ $\mu$m/h, the thickness at 100 h falls to 3.16 $\mu$m. If the surface reaction alone would allow an assumed 10 $\mu$m/h and acts as a resistance in series with diffusion, then $1/\dot X=X/K+1/(10\ \mu{\rm m/h})$. This lowers the initial growth rate by about a fifth but leaves 3.23 $\mu$m at 100 h. Cation vacancies whose site fraction rises linearly from zero at the metal to $10^{-4}$ at the gas leave a mean deficit of half that value. The flux then differs between the faces by about $5\times10^{-5}$ of itself, so treating it as uniform is safe here.

Temperature can matter more. For an activation energy of 2.5 eV, a rise of 10 K increases $D_L$ by 19\%. With $\Lambda$, $D_B$, $f_0$ and $\lambda$ held fixed, the linear term at 100 h grows by 1.0 $\mu$m$^2$ and the transient hardly changes, because $K_Lr=\Lambda f_0(D_B-D_L)$ is governed by $D_B$. The thickness rises by about 5\%. In a real scale $D_B$ and $\lambda$ also depend on temperature: a larger $D_B$ adds to the rise, while faster annealing reduces it.

The alloy must also supply the metal. Let it contain a fraction 0.25 of chromium, with diffusivity $D_a=10^{-11}$ cm$^2$/s, and let $w=0.5$ be the ratio of the alloy volume per atom to the oxide volume per cation. For a deep alloy with a fixed interface, diffusion lowers the fraction beneath the scale by
\begin{equation}
\frac{w}{\sqrt{\pi D_a}}\int_0^t\frac{\dot X(s)}{\sqrt{t-s}}\,ds .
\end{equation}
This is the sum of the responses of a half-space to the metal withdrawn at each earlier time. The largest drop is 0.16, out of the 0.25 present. The drop is smaller if the interface recedes into less depleted alloy as metal is consumed, so this value errs on the high side. In an ideal solution the driving force loses $\ln(0.25/0.093)\simeq1.0$ out of $\Lambda=36.46$, or 2.7\%. The growth coefficient falls by the same share if the diffusivities do not depend on $\mu$. If they are largest near the metal, as can happen with interstitial cations, it may fall by much more. The depletion may also decide whether the alloy can maintain this oxide, a question outside the model.

The real case closest to these numbers is a chromia-forming alloy near 1273 K, where scales of a few micrometres after 100 h are a rough typical size. The total growth of the example is in that range, but its division between lattice and paths is a choice. For boundaries about 1 nm wide, $f_0=10^{-3}$ means grains of order 1 $\mu$m, wider than the scale is thick at the start, so the flat front assumed here then depends on fast spreading over the surface. The value of $D_L$ is an effective one, far above what is typically measured for the chromia lattice; in a real scale the linear term may therefore come largely from boundaries that remain. Purely outward growth is one assumption open to doubt, since oxygen may also move inward along grain boundaries. Exponential loss is another, since the boundaries may be lost by coarsening. For the example this moves the thickness from 3.24 to 4.91 $\mu$m. Fitting equation~(\ref{law2}) to such a scale requires at least that the late plot of $X^2$ is straight over several annealing times, that the paths cross the whole scale, and that their fraction $f$, observed separately, is uniform in depth and decays exponentially until $fD_B$ is negligible beside $D_L$.

The law also presumes an uninterrupted exposure at one temperature. On cooling to 293 K, an assumed difference in thermal expansion of $8\times10^{-6}$ per kelvin strains the scale by $\epsilon=980\times8\times10^{-6}=0.78\%$. For equal strain in both directions of the plane, Young's modulus $E=250$ GPa and Poisson's ratio $\nu=0.3$, the stress is $E\epsilon/(1-\nu)$. Each direction stores half of stress times strain, so the elastic energy per area is
\begin{equation}
\frac{E\epsilon^2X}{1-\nu}\simeq71\ {\rm J/m^2}
\end{equation}
at the 100 h thickness. If creep or plastic flow has not relaxed the stress during cooling, at most this energy is available to detach the scale, and less if the detached part remains strained in one direction. Whether it is enough depends on the toughness of the interface. If the scale loses an even layer and new oxide continues the structure of the rest, equation~(\ref{law2}) can be restarted at the original temperature with the thickness and path fraction of what remains. Patches of bare metal have to be treated separately, since their new oxide may contain new paths. The values used here are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 1273 K; k_B T: 0.1097 eV
Metal potential drop: 4.0 eV; Lambda: 36.46
D_L: 2.0e-15 cm2/s; D_B: 2.0e-11 cm2/s
Initial path fraction f0: 1.0e-03; r: 9.999
Annealing time 1/lam: 10 h; X0: 0.10 um
K_L: 7.293e-14 cm2/s
Late slope 2K_L: 1.459e-13 cm2/s = 0.05251 um2/h
Early slope 2K_L(1+r): 0.5775 um2/h
Saturated transient 2K_L r/lam: 5.250 um2
t (h) | linear (um2) | transient (um2) | X (um) | exponent n
    1 | 0.0525 | 0.4996 | 0.750 | 0.469
    3 | 0.1575 | 1.3608 | 1.236 | 0.433
   10 | 0.5251 | 3.3188 | 1.963 | 0.319
   30 | 1.5752 | 4.9888 | 2.564 | 0.179
  100 | 5.2507 | 5.2500 | 3.242 | 0.250
Largest relative error of law against integration: 1.4e-11
Lowest exponent after 1 h: 0.171 at 39.0 h
Line through 90 h and 100 h, slope: 0.05255 um2/h
Same line, intercept: 5.256 um2
Predicted intercept: 5.260 um2
X^2/t at 100 h over 2K_L: 2.002
Grid test, lattice D = 1, path D = 100, fraction 0.05:
  parallel rule 5.950, through path 5.950, half-depth paths 1.606
Neglected effects, thickness at 100 h:
  model as stated: 3.242 um
  new oxide born with fresh paths: 3.509 um
  parabolic coarsening of paths: 4.906 um
  5 % of paths never anneal: 3.588 um
  evaporation 1e-03 um/h: 3.160 um
  surface limit 10 um/h: 3.227 um
Log creep, lam t = 500 to 2000, simulated: 3.273 K_L/lam
Log creep, predicted: 3.324 K_L/lam
D_L change for +10 K at 2.5 eV: 19.4 %
Alloy D: 1e-11 cm2/s; Cr fraction: 0.25; volume ratio: 0.5
Largest drop of Cr fraction under scale: 0.157
Resulting loss of driving force: 2.7 %
Gas-side vacancy fraction: 1e-04; relative flux mismatch: 5e-05
Scale modulus: 250 GPa; Poisson ratio: 0.3; expansion gap: 8e-06 1/K
Cooling to 293 K, mismatch strain: 0.78 %
Stored strain energy at 100 h thickness: 71 J/m2
\end{verbatim}
